# Quartet-Doublet Splitting of Acceptors with d-Envelopes at Weak Spin-Orbit Coupling

## Definitions and conventions

Consider one hole bound to an acceptor in a cubic semiconductor. Without spin-orbit coupling the valence band top is threefold, with Bloch functions \(X,Y,Z\) that transform like the components of a vector. They carry a Bloch angular momentum \(I=1\), with matrices

\[
(I_c)_{ij}=-i\,\epsilon_{cij}. \tag{1}
\]

The hole also has spin \(\mathbf S\), with \(S=1/2\). Hole energies are counted from the band top and are positive into the band. Hartree atomic units are used in the derivation.

The band spin-orbit term is

\[
H_{\rm so}=\frac{\Delta}{3}\left(1-2\,\mathbf I\cdot\mathbf S\right). \tag{2}
\]

Let \(j\) be the quantum number of \(\mathbf I+\mathbf S\). Then \(\mathbf I\cdot\mathbf S=\tfrac12[j(j+1)-2-\tfrac34]\), which is \(1/2\) for \(j=3/2\) and \(-1\) for \(j=1/2\). The band quartet therefore lies at 0 and the band doublet, the split-off band, at \(\Delta\). Since its eigenvalues are 0 and \(\Delta\), \(H_{\rm so}\) equals \(\Delta\) times the projector on the split-off band.

The acceptor state has three envelopes \(\psi_i(\mathbf r)\), one for each Bloch function. In the spherical approximation their kinetic energy is

\[
T_{ij}=\tfrac12\left[(\gamma_1-2\gamma)k^2\delta_{ij}+6\gamma k_ik_j\right],\qquad \mathbf k=-i\nabla, \tag{3}
\]

where \(\gamma=(2\gamma_2+3\gamma_3)/5\) is the average of the Luttinger parameters. Envelopes perpendicular to \(\mathbf k\) have the coefficient \(\gamma_1-2\gamma\) and are heavy; those along \(\mathbf k\) have \(\gamma_1+4\gamma\) and are light. The potential is \(-1/(\varepsilon r)\).

Weak spin-orbit coupling means that \(\Delta\) is small against the spacing between the acceptor's ground triplet and the other orbital levels that \(H_{\rm so}\) couples to it. The term acts through the host Bloch functions; an extra spin-orbit term at the impurity atom is left out until the last section.

## The orbital triplet

At \(\Delta=0\) the orbital Hamiltonian conserves \(\mathbf K=\mathbf L+\mathbf I\), where \(\mathbf L\) acts on the envelopes. At \(\gamma=0\) the ground state is a hydrogenic 1s envelope times \(X\), \(Y\) or \(Z\), so \(K=1\) with even envelopes. We follow this triplet to finite \(\gamma\). Combining \(L\) with \(I=1\) to \(K=1\) permits \(L=0,1,2\), and even parity removes \(L=1\). The triplet therefore contains s and d envelopes. With \(\mathbf n=\mathbf r/r\) and \(a=x,y,z\) labelling its members,

\[
\psi_i^{a}=\frac{1}{\sqrt{4\pi}}\left[f(r)\,\delta_{ia}+g(r)\,\frac{3n_in_a-\delta_{ia}}{\sqrt2}\right]. \tag{4}
\]

The factor \(\sqrt2\) normalizes the d part: summing over \(i\) gives \(\sum_i(3n_in_a-\delta_{ia})^2=3n_a^2+1\), whose angular average is 2. The s-d cross term averages to zero because \(\langle n_in_a\rangle=\delta_{ia}/3\). Hence

\[
\int_0^\infty r^2(f^2+g^2)\,dr=1,\qquad w=\int_0^\infty r^2g^2\,dr, \tag{5}
\]

and \(w\) is the d-envelope weight.

To see what fixes \(w\), insert (4) into the energy. Integration by parts turns (3) into

\[
E_{\rm kin}=\tfrac12(\gamma_1-2\gamma)\int\sum_i|\nabla\psi_i|^2d^3r+3\gamma\int|\nabla\cdot\boldsymbol\psi|^2d^3r. \tag{6}
\]

In the first integral each angular momentum contributes separately, and the d part has the centrifugal term \(L(L+1)g^2/r^2=6g^2/r^2\). For the divergence, use \(\partial_i n_i=2/r\) and \(n_i\partial_i n_a=0\), with repeated indices summed:

\[
\partial_i\left[g(3n_in_a-\delta_{ia})\right]=g'(3n_a-n_a)+3g\,\frac{2n_a}{r}=2n_a\left(g'+\frac{3g}{r}\right). \tag{7}
\]

Division by \(\sqrt2\) and addition of \(\partial_af=n_af'\) give

\[
\nabla\cdot\boldsymbol\psi^{a}=\frac{n_a}{\sqrt{4\pi}}\left[f'+\sqrt2\left(g'+\frac{3g}{r}\right)\right]. \tag{8}
\]

Since \(\langle n_a^2\rangle=1/3\), the coefficient \(3\gamma\) becomes \(\gamma\):

\[
\begin{aligned}
E=\int_0^\infty r^2\Big\{&\tfrac12(\gamma_1-2\gamma)\left(f'^2+g'^2+\frac{6g^2}{r^2}\right)\\
&+\gamma\left[f'+\sqrt2\left(g'+\frac{3g}{r}\right)\right]^2-\frac{f^2+g^2}{\varepsilon r}\Big\}dr. 
\end{aligned}\tag{9}
\]

Minimizing (9) under (5) gives \(f\), \(g\) and \(w\). The product of \(f'\) with the terms in \(g\) mixes the d envelope into the ground state: a suitable sign of \(g\) reduces the divergence, which is the costly light-hole motion.

Set \(r=\gamma_1\varepsilon\rho\) and \(\mu=2\gamma/\gamma_1\). The kinetic coefficients become \(\tfrac12(1-\mu)\) and \(\tfrac12\mu\), and the whole energy acquires the common factor \(1/(\gamma_1\varepsilon^2)\). For a pure Coulomb centre \(w\) thus depends on \(\mu\) alone.

## Projection of the Bloch angular momentum

To first order in \(\Delta\) we need \(\mathbf I\) within the triplet. From (1), and because the functions (4) are real,

\[
\langle a|I_c|b\rangle=-i\,\epsilon_{cij}\int\psi_i^a\psi_j^b\,d^3r. \tag{10}
\]

The s part of the integral is \((1-w)\delta_{ia}\delta_{jb}\), and it contributes \((1-w)(-i\epsilon_{cab})\). The s-d terms vanish by angular averaging. For the d part use

\[
\langle n_in_an_jn_b\rangle=\tfrac1{15}(\delta_{ia}\delta_{jb}+\delta_{ij}\delta_{ab}+\delta_{ib}\delta_{ja}). \tag{11}
\]

The two terms linear in \(3nn\) each give \(-\delta_{ia}\delta_{jb}\), and the product of deltas gives \(+\delta_{ia}\delta_{jb}\). Therefore

\[
\begin{aligned}
\frac w2\langle(3n_in_a-\delta_{ia})(3n_jn_b-\delta_{jb})\rangle
=\frac w2\Big[&-\tfrac25\delta_{ia}\delta_{jb}+\tfrac35\delta_{ij}\delta_{ab}\\
&+\tfrac35\delta_{ib}\delta_{ja}\Big]. 
\end{aligned}\tag{12}
\]

Now contract with \(\epsilon_{cij}\). The first term gives \(-\tfrac25\epsilon_{cab}\). The second vanishes by antisymmetry. The third gives \(\tfrac35\epsilon_{cba}=-\tfrac35\epsilon_{cab}\). The bracket sums to \(-\epsilon_{cab}\), so the d part contributes \(-\tfrac w2(-i\epsilon_{cab})\).

The three states (4) rotate as a vector, so \(\mathbf K\) has the matrices \(-i\epsilon_{cab}\) among them. With \(P\) the projector on the triplet,

\[
P\,\mathbf I\,P=\eta\,\mathbf K,\qquad \eta=(1-w)-\frac w2=1-\frac{3w}{2}. \tag{13}
\]

The negative sign of the d contribution has a simple meaning. With \(L=2\), \(I=1\) and \(K=1\), the identity \(\mathbf L=\mathbf K-\mathbf I\) gives \(\mathbf I\cdot\mathbf K=\tfrac12(2+2-6)=-1\). The Bloch angular momentum must point against the total to compensate the larger envelope angular momentum, and \(\mathbf I\cdot\mathbf K/K(K+1)=-1/2\).

## The splitting

Inserting (13) into (2) gives

\[
PH_{\rm so}P=\frac\Delta3\left(1-2\eta\,\mathbf K\cdot\mathbf S\right). \tag{14}
\]

The triplet and the spin combine to a quartet with \(\mathbf K\cdot\mathbf S=1/2\) and a doublet with \(\mathbf K\cdot\mathbf S=-1\). Their first-order shifts are

\[
\delta E_4=\frac\Delta3(1-\eta)=\frac{w}{2}\Delta,\qquad
\delta E_2=\frac\Delta3(1+2\eta)=(1-w)\Delta, \tag{15}
\]

and their difference is

\[
E_2-E_4=\Delta\left(1-\frac{3w}{2}\right)+O(\Delta^2). \tag{16}
\]

Because \(H_{\rm so}/\Delta\) projects on the split-off band, (15) also gives the split-off content of each level. The s part of the quartet has none, while half of its d part is split-off. The s part of the doublet is entirely split-off. Its d part has none, because \(L=2\) and \(j=1/2\) cannot combine to total angular momentum \(1/2\). The d envelope thus raises the quartet and lowers the doublet. Formula (16) would reverse their order for \(w>2/3\).

## The heavy-hole limit

As \(\mu\to1\), the ratio of light to heavy kinetic coefficients, \((1+2\mu)/(1-\mu)\), diverges, and longitudinal motion is expelled from the ground state. A Fourier transform preserves \(L\), so in momentum space the triplet has the form

\[
\phi_i^a(\mathbf k)=F(k)\delta_{ia}+G(k)\frac{3q_iq_a-\delta_{ia}}{\sqrt2},\qquad \mathbf q=\mathbf k/k. \tag{17}
\]

Its longitudinal part is \(q_i\phi_i^a=q_a(F+\sqrt2\,G)\). This vanishes when \(F=-\sqrt2\,G\), and then

\[
w=\frac{G^2}{F^2+G^2}=\frac13,\qquad 1-\frac{3w}{2}=\frac12. \tag{18}
\]

In the opposite limit \(\mu\to0\) the mixing term in (9) disappears, so \(w\to0\) and the full band splitting returns. Minimization of (9) gives factors of 0.962, 0.881, 0.777, 0.655 and 0.586 at \(\mu=0.2\), 0.4, 0.6, 0.8 and 0.9. At \(\mu=0.99\) the factor is 0.51, close to the limit (18).

## Cubic warping

For \(\gamma_2\neq\gamma_3\), \(K\) is no longer conserved, but the triplet still transforms as a vector under the cubic group. With s and d envelopes, the reflections and the exchange of \(y\) and \(z\) restrict its \(x\) member to

\[
\begin{aligned}
\psi_x^x&=f+g_E(3n_x^2-1),\\
\psi_y^x&=g_Tn_xn_y,\qquad \psi_z^x=g_Tn_xn_z,
\end{aligned}\tag{19}
\]

with constants absorbed in the radial functions. The other members follow by cyclic exchange. Let \(w_E\) and \(w_T\) be the weights of the two d parts, with \(w=w_E+w_T\). By (10), the matrix element of \(I_z\) is \(-i\eta\) with

\[
\eta=\int\left(\psi_x^x\psi_y^y-\psi_y^x\psi_x^y\right)d^3r. \tag{20}
\]

The s part gives \(1-w\). The three functions \(3n_i^2-1\) have equal norms and sum to zero, so the overlap of two of them is \(-1/2\) of the norm; this gives \(-w_E/2\). In the second product both factors are \(g_Tn_xn_y\), which carries half of \(w_T\); this gives \(-w_T/2\). The sum is again \(1-3w/2\). Warping changes \(w\), but not the rule for s and d envelopes.

Warping also admits envelopes with \(l=4\) and higher even \(l\). We keep only those with \(l=4\), of weight \(w_4\). As \(\mathbf I\) does not change \(l\), they add a separate contribution \(w_4\eta_4\), and the s weight falls to \(1-w-w_4\):

\[
\eta=1-\frac{3w}{2}-w_4(1-\eta_4). \tag{21}
\]

The split-off contents \((1-\eta_4)/3\) and \((1+2\eta_4)/3\) of this part cannot be negative, so \(-1/2\le\eta_4\le1\). The \(l=4\) correction to the factor therefore lies between \(-3w_4/2\) and 0.

## Worked example

Take the round values \(\gamma_1=2.8\), \(\gamma_2=0.5\), \(\gamma_3=0.8\), \(\varepsilon=10\) and \(\Delta=10\) meV. They lie roughly in the regime of cubic silicon carbide. Then

\[
\gamma=\frac{2(0.5)+3(0.8)}5=0.68,\qquad \mu=\frac{1.36}{2.8}=0.486.
\]

The effective Rydberg \(1/(2\gamma_1\varepsilon^2)=1/560\) Hartree is 48.6 meV. Minimizing (9) gives a binding energy of 69.1 meV at \(\Delta=0\), a root-mean-square radius of 1.94 nm and \(w=0.1077\). From (15) and (16),

\[
\begin{aligned}
\delta E_4&=\tfrac12(0.1077)(10)=0.54\ \text{meV},\\
\delta E_2&=(1-0.1077)(10)=8.92\ \text{meV},\\
E_2-E_4&=8.38\ \text{meV}=3.08\times10^{-4}\ \text{Hartree}.
\end{aligned}
\]

A separate diagonalization of the spherical six-band Hamiltonian, with its kinetic energy evaluated in momentum space, tests these shifts. Differences between \(\Delta=+0.5\) and \(-0.5\) meV give slopes of 0.0539 for the quartet and 0.8923 for the doublet, in agreement with \(w/2\) and \(1-w\).

At finite \(\Delta\) the same diagonalization gives splitting ratios \((E_2-E_4)/\Delta\) of 0.837 at 10 meV, 0.834 at 20 meV and 0.823 at 40 meV, against 0.838 from (16). Even at 40 meV the first-order splitting is less than 2% too large in the spherical model; with warping and envelopes up to \(l=4\) the excess is 2.3%. The part of the splitting even in \(\Delta\) is \(-0.0023\) meV at 5 meV and \(-0.0088\) meV at 10 meV, consistent with a \(\Delta^2\) term. That term is small, however. The odd part beyond first order is already \(-0.008\) meV at 10 meV, and at 40 meV it is \(-0.55\) meV against an even part of \(-0.06\) meV, so it sets the error there.

With warping and envelopes up to \(l=4\), \(w=0.123\) and \(w_4=0.0045\). The factor is 0.811, which includes an \(l=4\) correction of \(-0.0045\), inside the bound of \(-0.0068\). The first-order splitting becomes 8.11 meV. These values are not fully converged in \(l\): envelopes with \(l=6\) and 8 raise \(w\) to 0.124 and \(w_4\) to 0.0057, and lower the factor to 0.808 and the splitting to 8.08 meV.

The splitting enters the occupation of the acceptor. Relative to a nondegenerate ionized state, and with energies counted from the quartet, the degeneracy factor is \(4+2\exp[-(E_2-E_4)/k_BT]\) if higher levels are ignored. At 300 K, \(k_BT=25.85\) meV, and the factor is \(4+2e^{-8.38/25.85}=5.45\). The unreduced band splitting would give 5.36, so the effect on this factor is below 2%. The neglected levels matter far more at this temperature. In the Coulomb model the excited levels start at a binding of about 23 meV, and those bound by more than 15 meV alone raise the factor to about 7.8.

## Real acceptors

The Coulomb binding energy of 69 meV is far below the rough 250 meV of aluminium in cubic silicon carbide. A likely cause is that the potential close to the impurity is not purely Coulombic. An added Gaussian attraction of range 0.2 nm, adjusted to 250 meV binding in the spherical model, needs a depth of 4.1 eV. It shrinks the radius to 0.74 nm but gives \(w=0.119\) and a splitting of 8.21 meV, only 2% below the Coulomb value. Envelope theory is doubtful at such a range and depth, so this is an estimate of sensitivity. The probability of finding the hole within 0.2 nm rises from 0.8% to 13%. An extra impurity spin-orbit splitting of 10 meV confined to that region would change the result by about \(0.13\times10=1.3\) meV, more than the change in \(w\) does.

Lattice relaxation can reduce the splitting further. If each orbital member displaces a twofold lattice mode of frequency \(\omega\) by \(Q_0\) (unit mass), in directions 120° apart, the relaxation energy is \(E_r=\tfrac12\omega^2Q_0^2\). Two displaced minima are then \(\sqrt3\,Q_0\) apart, and the oscillator overlap \(\exp(-3\omega Q_0^2/4\hbar)=\exp(-3E_r/2\hbar\omega)\) multiplies the matrix elements of \(\mathbf I\). For a rough estimate of the size of \(E_r\), let a local strain \(e\) couple to the spherically averaged hole density \(n\) through a deformation potential \(D\), against a stiffness \(C\). Such a scalar strain would displace all three members alike and reduce nothing; it only stands in for the shear strain that distinguishes them. Minimizing \(\int(\tfrac12Ce^2-Den)\,d^3r\) gives \(e=Dn/C\) and a relaxation energy \(E_r=(D^2/2C)\int n^2d^3r\). For the mode energy take \(\hbar\omega\approx\hbar v/R\), with \(v\) the sound speed and \(R\) the root-mean-square radius. The round values \(D=3\) eV, \(C=400\) GPa and \(v=10^4\) m/s give \(E_r=0.06\) meV and \(\hbar\omega=3.4\) meV for the Coulomb state, hence a factor of 0.97. For the deeper state they give 1.8 and 8.9 meV, hence 0.74. This formula requires a splitting well below \(\hbar\omega\), which neither case satisfies. The mode energy is also uncertain: weighting \(1/(\hbar vk)\) with the squared Fourier transform of \(n\) gives about 8 and 25 meV, hence factors of 0.99 and 0.90. The numbers suggest that relaxation may matter for the deep state, but do not predict its splitting.

The regime also depends on the host. In silicon \(\Delta\) and the shallow acceptor binding energy are both roughly 45 meV, so the weak-coupling condition is not safely met. In germanium \(\Delta\) is much larger than the binding energy, and (16) does not apply. In hexagonal silicon carbide the crystal field already splits the orbital triplet, so the cubic result cannot be used unchanged. Weak coupling and cubic symmetry are not sufficient either. Boron in diamond is bound by about 370 meV against a \(\Delta\) of roughly 6 to 13 meV. The warped Coulomb model gives factors of about 0.5 to 0.8, depending on the Luttinger parameters: 0.51 for \((\gamma_1,\gamma_2,\gamma_3)=(2.67,-0.40,0.68)\), 0.76 for \((2.54,-0.10,0.63)\) and 0.79 for \((4.62,-0.38,1.00)\). In contrast, the measured splitting of about 2 meV corresponds to 0.15 to 0.33. For this acceptor, d-envelope mixing accounts for only part of the reduction, and the model does not say what supplies the rest. With the first parameter set and \(\varepsilon=5.7\) the Coulomb binding is already about 315 meV, so the level need not lie far below its effective-mass depth. The numerical output below lists the main values of the worked example.

## Numbers as computed

```
gamma1, gamma2, gamma3: 2.8, 0.5, 0.8
dielectric constant: 10.0
spherical gamma: 0.680, mu: 0.4857
band splitting Delta: 10.0 meV
effective Rydberg: 48.59 meV
effective Bohr radius: 1.482 nm
binding energy at Delta=0: 69.08 meV
rms radius: 1.94 nm
d-envelope weight w: 0.1077
same, larger radial basis: 0.1077
projection of I, d envelope: -0.5000
factor 1-3w/2: 0.8384
slope of splitting, six-band: 0.8384
quartet slope: 0.0539, w/2: 0.0539
doublet slope: 0.8923, 1-w: 0.8923
quartet shift, first order: 0.539 meV
doublet shift, first order: 8.923 meV
acceptor splitting: 8.384 meV = 3.081e-04 Hartree
six-band, Delta 5 meV: 4.189 meV, ratio 0.8378
six-band, Delta 10 meV: 8.368 meV, ratio 0.8368
six-band, Delta 20 meV: 16.674 meV, ratio 0.8337
six-band, Delta 40 meV: 32.920 meV, ratio 0.8230
even part at 5, 10 meV: -0.0023, -0.0088 meV
mu 0.20: w 0.0251, factor 0.9624
mu 0.40: w 0.0795, factor 0.8808
mu 0.60: w 0.1488, factor 0.7769
mu 0.80: w 0.2298, factor 0.6554
mu 0.90: w 0.2763, factor 0.5856
mu 0.99: w 0.3264, factor 0.5104
w of purely transverse state: 0.3333
warped, s+d: w 0.1145, factor 0.8282
warped, to l=4: w 0.1230, factor 0.8111
l=4 weight: 0.00453, shift of factor: -0.00445
warped binding, to l=4: 72.03 meV
central cell: range 0.2 nm, target 250 meV
central-cell depth: 4.09 eV
central cell: w 0.1193, factor 0.8210
central-cell splitting: 8.210 meV
central-cell rms radius: 0.743 nm
probability inside 0.2 nm, Coulomb: 0.00759
probability inside 0.2 nm, central cell: 0.1270
deformation potential: 3.0 eV, stiffness: 400 GPa
sound speed: 10000 m/s
relaxation, phonon, Coulomb: 0.0638, 3.39 meV
relaxation, phonon, central cell: 1.815, 8.86 meV
thermal energy at 300 K: 25.85 meV
degeneracy factor, band splitting: 5.358
degeneracy factor, acceptor splitting: 5.446
```
